# Why a mirror-symmetric ferroelectric tunnel junction has no zero-bias electroresistance: test program

```python
"""Mirror symmetry and electroresistance of a ferroelectric tunnel junction.

Result under test: if the unpolarized device is mirror-symmetric, then
I(V;-P) = -I(-V;P), so the zero-bias conductances of +P and -P are equal.
Unequal electrode screening generally removes this equality.

Symbols: P polarization (positive to the right), d barrier thickness,
lam1/lam2 screening lengths, eps1/eps2 electrode permittivities, epsf barrier
permittivity, phi barrier height above the Fermi level, V potential of the
right electrode relative to the left. Lengths in nm, energies in eV.
Current is positive when electrons flow from left to right.
"""
from dataclasses import dataclass, replace
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import expit

FERMI = 3.0
WAVE = 2 * sc.m_e * sc.e / sc.hbar**2 * 1e-18  # k^2 per eV, in nm^-2
G_UNIT = 2 * sc.e**2 / sc.h * WAVE / (4 * np.pi)  # S/nm^2 per eV
GAUSS_X, GAUSS_W = np.polynomial.legendre.leggauss(48)


@dataclass(frozen=True)
class Junction:
    P: float = 0.10       # C/m^2
    lam1: float = 0.1
    lam2: float = 0.1
    eps1: float = 8.0
    eps2: float = 8.0
    d: float = 2.0
    epsf: float = 60.0
    phi: float = 1.0
    mass: float = 1.0     # barrier mass / free-electron mass
    skew: float = 0.0     # right minus left band offset, eV


def reverse(j):
    return replace(j, P=-j.P)


def screening_field(j, V=0.0):
    """Screening sheet charge divided by vacuum permittivity, V/nm."""
    p_field = j.P / sc.epsilon_0 * 1e-9
    return ((p_field * j.d / j.epsf - V)
            / (j.d / j.epsf + j.lam1 / j.eps1 + j.lam2 / j.eps2))


def interface_potentials(j, V=0.0):
    s = screening_field(j, V)
    return -s * j.lam1 / j.eps1, V + s * j.lam2 / j.eps2


def electron_energy(j, x, V=0.0):
    left, right = interface_potentials(j, V)
    phi_left = left * np.exp(np.minimum(x, 0) / j.lam1)
    phi_right = V + (right - V) * np.exp(-np.maximum(x - j.d, 0) / j.lam2)
    phi_mid = left + (right - left) * x / j.d
    barrier = FERMI + j.phi + j.skew * (x / j.d - 0.5)
    return np.where(x < 0, -phi_left,
                    np.where(x > j.d, -phi_right, barrier - phi_mid))


def transmission(j, energy, transverse=0.0, V=0.0):
    """Left-to-right transmission from exact matching through thin slabs."""
    forward = np.asarray(energy - transverse, dtype=float)
    edges = np.concatenate((np.linspace(-14 * j.lam1, 0, 201),
                            np.linspace(0, j.d, 121)[1:],
                            np.linspace(j.d, j.d + 14 * j.lam2, 201)[1:]))
    centers = (edges[1:] + edges[:-1]) / 2
    widths = np.diff(edges)
    potentials = electron_energy(j, centers, V)
    masses = np.where((centers > 0) & (centers < j.d), j.mass, 1.0)
    k_left = np.sqrt(WAVE * forward)
    k_right = np.sqrt(WAVE * (forward + V))
    psi = np.ones_like(forward, dtype=complex)
    flux = 1j * k_right
    for u, h, m in zip(potentials[::-1], widths[::-1], masses[::-1]):
        k2 = WAVE * (m * (energy - u) - transverse)
        k = np.sqrt(k2 + 0j)
        c, s = np.cos(k * h), np.sin(k * h) / k
        psi, flux = psi * c - m * flux * s, flux * c + psi * k2 * s / m
    incoming = (psi + flux / (1j * k_left)) / 2
    return k_right / k_left / np.abs(incoming)**2


def integrate(function, low, high):
    x = (high + low) / 2 + (high - low) / 2 * GAUSS_X
    return (high - low) / 2 * np.dot(GAUSS_W, function(x))


def conductance(j):
    """Zero-temperature linear conductance per area, S/nm^2."""
    return G_UNIT * integrate(lambda w: transmission(j, FERMI, w), 0, FERMI)


def log_ratio(j):
    return np.log(conductance(j) / conductance(reverse(j)))


def current(j, V):
    """Zero-temperature current per area, A/nm^2, for equal masses."""
    low_mu, high_mu = sorted((FERMI, FERMI - V))

    def integrand(e):
        supply = np.maximum(FERMI - e, 0) - np.maximum(FERMI - V - e, 0)
        return transmission(j, e, V=V) * supply
    return G_UNIT * (integrate(integrand, max(0.0, -V), low_mu)
                     + integrate(integrand, low_mu, high_mu))


def bias_log_ratio(j, V):
    return np.log(current(j, V) / current(reverse(j), V))


def thermal_conductance(j, temperature):
    """Linear conductance and its over-barrier share, for equal masses."""
    kt = sc.k * temperature / sc.e

    def integrand(e):
        return transmission(j, e) * expit((FERMI - e) / kt)
    cuts = FERMI + np.array([-FERMI, -0.4, 0.0, 0.4, 1.5])
    total = sum(integrate(integrand, a, b) for a, b in zip(cuts, cuts[1:]))
    top = np.max(electron_energy(j, np.linspace(1e-9, j.d - 1e-9, 50)))
    return G_UNIT * total, integrate(integrand, top, top + 0.5) / total


def poisson_interfaces(j, V):
    """Finite-volume solution with bound sheets and Thomas-Fermi charge."""
    h = 0.005
    n1, nd, n2 = [round(a / h) for a in (15 * j.lam1, j.d, 15 * j.lam2)]
    eps = np.repeat([j.eps1, j.epsf, j.eps2], [n1, nd, n2])
    response = np.repeat([j.eps1 / j.lam1**2, 0, j.eps2 / j.lam2**2],
                         [n1, nd, n2])
    reference = np.repeat([0.0, 0.0, V], [n1, nd, n2])
    n = len(eps) + 1
    bands, source = np.zeros((3, n)), np.zeros(n)
    bands[1, 1:-1] = ((eps[1:] + eps[:-1]) / h
                      + h / 2 * (response[1:] + response[:-1]))
    bands[0, 2:] = -eps[1:] / h
    bands[2, :-2] = -eps[:-1] / h
    charge = response * reference
    source[1:-1] = h / 2 * (charge[1:] + charge[:-1])
    sheet = j.P / sc.epsilon_0 * 1e-9
    source[n1] -= sheet
    source[n1 + nd] += sheet
    bands[1, 0] = bands[1, -1] = 1.0
    source[-1] = V
    answer = solve_banded((1, 1), bands, source)
    return answer[n1], answer[n1 + nd]


def ode_transmission(j, energy):
    """Integrate the Schrodinger equation through the continuous profile."""
    k = np.sqrt(WAVE * energy)
    y = np.array([1.0 + 0j, 1j * k])
    points = [j.d + 14 * j.lam2, j.d, 0.0, -14 * j.lam1]
    for start, stop in zip(points, points[1:]):
        def slope(x, state):
            inside = np.clip(x, stop + 1e-9, start - 1e-9)
            u = electron_energy(j, inside)
            return [state[1], -WAVE * (energy - u) * state[0]]
        y = solve_ivp(slope, (start, stop), y, method="DOP853",
                      rtol=1e-9, atol=1e-10).y[:, -1]
    return 1 / abs((y[0] + y[1] / (1j * k)) / 2)**2


equal = Junction()
unequal = replace(equal, lam2=0.3)

# Electrostatics: compare interface values with an independent Poisson solve.
for device in (equal, unequal):
    for bias in (0.0, 0.2):
        assert np.allclose(poisson_interfaces(device, bias),
                           interface_potentials(device, bias), atol=5e-4)

# Wave propagation: analytic rectangular barrier and direct integration.
rectangle = replace(equal, P=0.0)
height = FERMI + rectangle.phi
kappa = np.sqrt(WAVE * rectangle.phi)
analytic = 1 / (1 + height**2 * np.sinh(kappa * rectangle.d)**2
                / (4 * FERMI * rectangle.phi))
assert np.isclose(transmission(rectangle, FERMI), analytic, rtol=1e-8)
t_slab, t_ode = transmission(unequal, FERMI), ode_transmission(unequal, FERMI)
assert np.isclose(t_slab, t_ode, rtol=2e-3)  # finite slab width

# Reversal equals reflection only when the electrodes match.
x_test = np.linspace(-0.5, equal.d + 0.5, 102)
mirror_error = np.max(np.abs(electron_energy(reverse(equal), x_test)
                             - electron_energy(equal, equal.d - x_test)))
unequal_error = np.max(np.abs(electron_energy(reverse(unequal), x_test)
                              - electron_energy(unequal, equal.d - x_test)))
assert mirror_error < 1e-12 and unequal_error > 0.01
assert abs(log_ratio(equal)) < 1e-9
assert log_ratio(unequal) > 0.1
swapped = replace(reverse(unequal), lam1=unequal.lam2, lam2=unequal.lam1)
assert np.isclose(conductance(swapped), conductance(unequal), rtol=1e-9)

# The current relation and linear-response conductance.
for bias in (0.1, 0.2):
    assert np.isclose(current(reverse(equal), bias),
                      -current(equal, -bias), rtol=1e-9)
small = 0.002
slope_g = (current(unequal, small) - current(unequal, -small)) / (2 * small)
assert np.isclose(slope_g, conductance(unequal), rtol=1e-3)
bias_small = [bias_log_ratio(equal, v) for v in (0.01, 0.02)]
assert abs(bias_small[0]) > 1e-6
assert np.isclose(bias_small[1] / bias_small[0], 2, rtol=0.05)

# Leading exponential estimate: its relative error must fall with thickness.
def estimate(j):
    difference = j.lam2 / j.eps2 - j.lam1 / j.eps1
    return (np.sqrt(WAVE * j.phi) * j.d * screening_field(j)
            * difference / j.phi)


thick = replace(unequal, d=6.0, epsf=180.0)
deviations = [abs(estimate(j) / log_ratio(j) - 1) for j in (unequal, thick)]
assert deviations[0] < 0.30  # omitted prefactors are a few / (kappa*d)
assert deviations[1] < 0.5 * deviations[0]

# A non-mirror device can still have no electroresistance by cancellation.
matched = replace(unequal, eps2=24.0)
zero_eps = brentq(lambda e: log_ratio(replace(unequal, eps2=e)), 15, 40,
                  xtol=1e-7)
cancelled = replace(unequal, eps2=zero_eps)
cancel_error = np.max(np.abs(electron_energy(reverse(cancelled), x_test)
                             - electron_energy(cancelled, 2.0 - x_test)))
assert abs(log_ratio(cancelled)) < 1e-6 and cancel_error > 1e-3
skewed = replace(equal, skew=0.1)
assert abs(log_ratio(skewed)) > 1e-5

# Image energy at mid-barrier, from the sum over images.
optical_eps = 5.0
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9
orders = np.arange(1, 3000)
image = coulomb / (2 * optical_eps * equal.d) * (
    1 + np.sum(1 / (orders * (4.0 * orders**2 - 1))))
assert np.isclose(image, coulomb * np.log(2) / (optical_eps * equal.d),
                  rtol=1e-6)

print(f"Thickness {equal.d:.1f} nm; polarization {equal.P*100:.1f} uC/cm2")
print(f"Barrier {equal.phi:.2f} eV; Fermi energy {FERMI:.2f} eV")
print(f"Permittivities: barrier {equal.epsf:.0f}, electrodes {equal.eps1:.0f}")
print(f"Left screening length {equal.lam1:.2f} nm")
print(f"Decay constant at barrier height {kappa:.4f} nm^-1")
for length in (0.05, 0.1, 0.2, 0.3):
    j = replace(equal, lam2=length)
    gp, gm = conductance(j), conductance(reverse(j))
    a, b = interface_potentials(j)
    print(f"lambda2 {length:.2f} nm: phi(0), phi(d) = {a:.4f}, {b:.4f} V")
    print(f"  RA(+P), RA(-P) = {1e-12/gp:.4f}, {1e-12/gm:.4f} Mohm um2")
    print(f"  G(+P)/G(-P) = {gp/gm:.6f}")
print(f"Reflection mismatch, equal lengths {mirror_error:.1e} eV")
print(f"Reflection mismatch, 0.1/0.3 nm {unequal_error:.4f} eV")
print(f"Equal-length |ln G ratio| {abs(log_ratio(equal)):.1e}")
print(f"0.1/0.3 nm: swapped+reversed G / original G "
      f"{conductance(swapped)/conductance(unequal):.10f}")
print(f"T at normal incidence: slabs {t_slab:.5e}, ODE {t_ode:.5e}")
print(f"ln G ratio 0.1/0.3 nm: full {log_ratio(unequal):.4f}, "
      f"estimate {estimate(unequal):.4f}")
print(f"Estimate error: 2 nm {100*deviations[0]:.2f}%, "
      f"6 nm {100*deviations[1]:.2f}%")
for bias in (0.1, 0.2):
    jp, jm = current(equal, bias), current(reverse(equal), bias)
    print(f"Equal lengths, {bias:.1f} V: J(+P), J(-P) = "
          f"{jp*1e18:.5f}, {jm*1e18:.5f} pA/um2")
    print(f"  J(+P)/J(-P) = {jp/jm:.6f}; "
          f"-J(-V,+P) = {-current(equal, -bias)*1e18:.5f} pA/um2")
print(f"Small-bias log-ratio scaling, 0.02 V / 0.01 V "
      f"{bias_small[1]/bias_small[0]:.5f}")
print(f"0.1/0.3 nm, eps2=24: G ratio {np.exp(log_ratio(matched)):.6f}")
print(f"0.1/0.3 nm: zero electroresistance at eps2 {zero_eps:.4f}")
print(f"  its reflection mismatch {cancel_error:.4f} eV")
print(f"Equal lengths, {skewed.skew:.1f} eV offset skew: G ratio "
      f"{np.exp(log_ratio(skewed)):.6f}")
unequal_p = conductance(equal) / conductance(replace(equal, P=-0.9 * equal.P))
print(f"Equal lengths, reverse |P| 10% smaller: G ratio {unequal_p:.6f}")
warm_p, over_p = thermal_conductance(unequal, 300)
warm_m, over_m = thermal_conductance(reverse(unequal), 300)
print(f"300 K, 0.1/0.3 nm: G(+P) / G(+P,0 K) "
      f"{warm_p/conductance(unequal):.4f}; G ratio {warm_p/warm_m:.4f}")
print(f"  largest over-barrier share {max(over_p, over_m):.2e}")
for mass in (0.5, 2.0):
    j = replace(unequal, mass=mass)
    print(f"Barrier mass {mass:.1f} m_e: RA(+P) {1e-12/conductance(j):.4e} "
          f"Mohm um2; G ratio {np.exp(log_ratio(j)):.4f}")
lowered = replace(unequal, phi=unequal.phi - image)
print(f"Mid-barrier image lowering (optical eps {optical_eps:.0f}) "
      f"{image:.4f} eV")
print(f"  uniformly lowered barrier: G(+P) times "
      f"{conductance(lowered)/conductance(unequal):.4f}; "
      f"G ratio {np.exp(log_ratio(lowered)):.4f}")
for name, j in (("0.1/0.1", equal), ("0.1/0.3", unequal)):
    fields = [abs(np.diff(interface_potentials(k, v))[0]) / j.d * 10
              for k, v in ((j, 0), (j, 0.2), (reverse(j), 0.2))]
    print(f"{name} nm: depolarizing field {fields[0]:.4f} MV/cm; "
          f"largest at 0.2 V {max(fields):.4f} MV/cm")
largest_shift = max(abs(v) for v in interface_potentials(unequal))
print(f"Nonlinear-screening parameter e|phi|/E_F {largest_shift/FERMI:.4f}")
density = (WAVE * FERMI)**1.5 / (3 * np.pi**2) * 1e27
tf_length = np.sqrt(2 * sc.epsilon_0 * equal.eps1 * FERMI
                    / (3 * density * sc.e)) * 1e9
print(f"Free-electron Thomas-Fermi length at eps=8: {tf_length:.4f} nm")
print("tests ok")
```

It prints:

```
Thickness 2.0 nm; polarization 10.0 uC/cm2
Barrier 1.00 eV; Fermi energy 3.00 eV
Permittivities: barrier 60, electrodes 8
Left screening length 0.10 nm
Decay constant at barrier height 5.1232 nm^-1
lambda2 0.05 nm: phi(0), phi(d) = -0.0904, 0.0452 V
  RA(+P), RA(-P) = 18.4914, 12.1525 Mohm um2
  G(+P)/G(-P) = 0.657198
lambda2 0.10 nm: phi(0), phi(d) = -0.0807, 0.0807 V
  RA(+P), RA(-P) = 14.9965, 14.9965 Mohm um2
  G(+P)/G(-P) = 1.000000
lambda2 0.20 nm: phi(0), phi(d) = -0.0664, 0.1329 V
  RA(+P), RA(-P) = 11.0130, 20.3033 Mohm um2
  G(+P)/G(-P) = 1.843582
lambda2 0.30 nm: phi(0), phi(d) = -0.0565, 0.1694 V
  RA(+P), RA(-P) = 8.8517, 25.0274 Mohm um2
  G(+P)/G(-P) = 2.827409
Reflection mismatch, equal lengths 8.9e-16 eV
Reflection mismatch, 0.1/0.3 nm 0.1129 eV
Equal-length |ln G ratio| 6.7e-16
0.1/0.3 nm: swapped+reversed G / original G 1.0000000000
T at normal incidence: slabs 6.56498e-09, ODE 6.56527e-09
ln G ratio 0.1/0.3 nm: full 1.0394, estimate 1.1572
Estimate error: 2 nm 11.34%, 6 nm 3.64%
Equal lengths, 0.1 V: J(+P), J(-P) = 6928.32363, 6908.53073 pA/um2
  J(+P)/J(-P) = 1.002865; -J(-V,+P) = 6908.53073 pA/um2
Equal lengths, 0.2 V: J(+P), J(-P) = 15466.43694, 15374.64544 pA/um2
  J(+P)/J(-P) = 1.005970; -J(-V,+P) = 15374.64544 pA/um2
Small-bias log-ratio scaling, 0.02 V / 0.01 V 2.00085
0.1/0.3 nm, eps2=24: G ratio 0.991204
0.1/0.3 nm: zero electroresistance at eps2 23.7192
  its reflection mismatch 0.0315 eV
Equal lengths, 0.1 eV offset skew: G ratio 0.993683
Equal lengths, reverse |P| 10% smaller: G ratio 1.000357
300 K, 0.1/0.3 nm: G(+P) / G(+P,0 K) 1.1111; G ratio 2.8548
  largest over-barrier share 1.50e-11
Barrier mass 0.5 m_e: RA(+P) 2.8704e-02 Mohm um2; G ratio 2.1175
Barrier mass 2.0 m_e: RA(+P) 3.6673e+04 Mohm um2; G ratio 4.3961
Mid-barrier image lowering (optical eps 5) 0.0998 eV
  uniformly lowered barrier: G(+P) times 2.6550; G ratio 2.9583
0.1/0.1 nm: depolarizing field 0.8067 MV/cm; largest at 0.2 V 1.3781 MV/cm
0.1/0.3 nm: depolarizing field 1.1294 MV/cm; largest at 0.2 V 1.5294 MV/cm
Nonlinear-screening parameter e|phi|/E_F 0.0565
Free-electron Thomas-Fermi length at eps=8: 0.1936 nm
tests ok
```
